\section*{Modulational Sidebands in the Lugiato-Lefever Equation Need Normalised Intensity Above One, part 2}

When can weak sidebands $\pm\mu$ grow in a driven Kerr ring resonator? Its modes have frequencies $\omega_\mu=\omega_0+D_1\mu+\tfrac12D_2\mu^2$; a laser at $\omega_p$ pumps $\mu=0$. Fields vary as $e^{-i\omega t}$. In a frame turning with the light, the envelope $A(\theta,t)$, with $|A|^2$ the circulating power, obeys the mean-field equation
\begin{equation}
\frac{\partial A}{\partial t}=-\Bigl(\frac\kappa2+i\delta\Bigr)A+i\gamma v_g|A|^2A+\frac{iD_2}{2}\frac{\partial^2A}{\partial\theta^2}+S ,
\label{eq:physical}
\end{equation}
where $\kappa$ is the energy decay rate (linewidth), equal for all modes, $\delta=\omega_0-\omega_p$, $\gamma$ the Kerr phase per unit length and power, $v_g$ the group velocity and $S$ the constant drive. Dispersion is anomalous for $D_2>0$, normal for $D_2<0$. Define
\begin{equation}
\tau=\frac{\kappa t}{2},\quad \psi=\sqrt{\frac{2\gamma v_g}{\kappa}}\,A,\quad \alpha=\frac{2\delta}{\kappa},\quad d=\frac{D_2}{\kappa},\quad F=\frac2\kappa\sqrt{\frac{2\gamma v_g}{\kappa}}\,S .
\label{eq:scales}
\end{equation}
Rates are then in units of $\kappa/2$, and
\begin{equation}
\frac{\partial\psi}{\partial\tau}=-(1+i\alpha)\psi+i|\psi|^2\psi+id\,\frac{\partial^2\psi}{\partial\theta^2}+F .
\label{eq:lle}
\end{equation}
The homogeneous steady state $\psi_0$, with $\rho=|\psi_0|^2$, satisfies
\begin{equation}
F=\bigl[1+i(\alpha-\rho)\bigr]\psi_0,\qquad F^2=\rho\bigl[1+(\rho-\alpha)^2\bigr].
\label{eq:steady}
\end{equation}
Hence $\rho\le F^2$, with equality at $\alpha=\rho$, where the laser sits on the Kerr-shifted resonance.

For a small perturbation $u=a(\tau)e^{i\mu\theta}+b^*(\tau)e^{-i\mu\theta}$ of $\psi_0$, with $\Delta=\alpha+d\mu^2-2\rho$,
\begin{equation}
\frac{d}{d\tau}\begin{pmatrix}a\\ b\end{pmatrix}
=\begin{pmatrix}-1-i\Delta&i\psi_0^2\\-i\psi_0^{*2}&-1+i\Delta\end{pmatrix}
\begin{pmatrix}a\\ b\end{pmatrix}.
\label{eq:matrix}
\end{equation}
For $\mu=0$, the uniform perturbation, the matrix acts on $(u,u^*)$. The eigenvalues are $\lambda_\pm=-1\pm\sqrt{\rho^2-\Delta^2}$, so growth requires $\rho>1$ and occurs if and only if $\rho^2>1+\Delta^2$, that is, in the gain band
\begin{equation}
2\rho-\alpha-\sqrt{\rho^2-1}<d\mu^2<2\rho-\alpha+\sqrt{\rho^2-1}.
\label{eq:band}
\end{equation}
The sideband energy $E=|a|^2+|b|^2$ obeys
\begin{equation}
E'=-2E+4\operatorname{Re}(i\psi_0^2a^*b)\le-2E+4\rho|a||b|\le2(\rho-1)E .
\label{eq:energy}
\end{equation}
For $\rho>1$, transient growth is possible even when all eigenvalues decay; the computed case $\rho=1.5$, $\alpha=0$, $d=-0.02$ shows this.

Suppose now that the uniform perturbation decays, so that $|2\rho-\alpha|>\sqrt{\rho^2-1}$. Both edges in \eqref{eq:band} then have the sign of $2\rho-\alpha$. With anomalous dispersion sidebands can grow if $\alpha<2\rho$: dispersion raises the sideband frequencies and makes up for the Kerr shift $2\rho$. With normal dispersion they can grow if $\alpha>2\rho+\sqrt{\rho^2-1}$, where the detuning is too large and dispersion reduces it. For example, $\rho=1.2$, $\alpha=4$ and $d=-0.1$ give
\begin{equation}
|d|\mu^2=\alpha-2\rho\pm\sqrt{\rho^2-1}=1.6\pm0.66,
\end{equation}
so the edges are at $|\mu|=3.06$ and $4.76$. The eigenvectors of the discretised equation show growth at $|\mu|=4$ and at no other mode number. The sign of dispersion thus decides at which detunings sidebands may grow, but leaves the bound $\rho>1$ unchanged.

The shape of the dispersion does not change this bound either. Let $D(\mu)$, any real function, replace $d\mu^2$, and split it into an even part $D_e$ and an odd part $D_o$. The rate of $a$ contains $-i[\alpha+D(\mu)-2\rho]$ and that of $b$, after conjugation, $+i[\alpha+D(-\mu)-2\rho]$. With $\Delta=\alpha+D_e-2\rho$ these are $-i\Delta-iD_o$ and $+i\Delta-iD_o$. The odd part adds the same $-iD_o$ to both, hence to both eigenvalues:
\begin{equation}
\lambda_\pm=-1-iD_o\pm\sqrt{\rho^2-\Delta^2}.
\label{eq:odd}
\end{equation}
It makes the sideband pattern drift and leaves its growth unchanged. Third-order dispersion is of this kind. A mode pushed off its regular place by another mode family changes $D_e$ and $D_o$, but cannot lower the threshold below one as long as its damping is unchanged.

These formulas were tested on the equation itself, discretised on 41 points. Its Jacobian was formed by finite differences and its eigenvalues were compared with \eqref{eq:odd} for $(\rho,\alpha,d)=(0.8,1,0.02)$, $(1.6,1,0.02)$ and $(1.2,4.1,-0.1)$, and for the second set with $0.0007\mu^3$ added to $D$. The largest mismatch was $3\times10^{-8}$ in units of $\kappa/2$. For $(1.2,4,-0.1)$ it was $1.6\times10^{-4}$. There $\mu=\pm2$ has $\Delta=1.2=\rho$, the two eigenvalues coincide, and an error of order $10^{-8}$ under the square root becomes one of order $10^{-4}$. In 30 further trials, with random dispersion and $\rho$ between 0.2 and 2, the largest instantaneous growth rate of the perturbation amplitude agreed with $\rho-1$ to $10^{-10}$.

The intensity condition implies a condition on the drive. Since $\rho\le F^2$, growth also needs $F^2>1$. At the border $\rho=1$ the drive is
\begin{equation}
F^2=1+(1-\alpha)^2 ,
\end{equation}
and phase matching, $\Delta=0$, requires $d\mu^2=2-\alpha$. The drive is least, $F^2=1$, at $\alpha=1$, where the first sidebands appear near $\mu=1/\sqrt d$ if dispersion is anomalous.

To express this in watts, the drive $S$ of \eqref{eq:physical} must be tied to the input power $P_{\rm in}$. Let $t_R$ be the round-trip time and $\kappa_{\rm ex}$ the part of $\kappa$ due to the coupler. The coupler passes the power fraction $\kappa_{\rm ex}t_R$ in each round trip, so it adds the field $\sqrt{\kappa_{\rm ex}t_R}\sqrt{P_{\rm in}}$ in each time $t_R$. Hence $S=\sqrt{\kappa_{\rm ex}P_{\rm in}/t_R}$, and \eqref{eq:scales} gives
\begin{equation}
\rho=\frac{2\gamma v_g}{\kappa}P_{\rm cav},\qquad
F^2=\frac{8\gamma v_g\kappa_{\rm ex}}{\kappa^3t_R}P_{\rm in},
\end{equation}
where $P_{\rm cav}$ is the circulating power. Setting each to one yields
\begin{equation}
P_{\rm cav}^{(1)}=\frac{\kappa}{2\gamma v_g},\qquad
P_{\rm in}^{(1)}=\frac{\kappa^3t_R}{8\gamma v_g\kappa_{\rm ex}} .
\label{eq:powers}
\end{equation}

Consider a silicon nitride microring with rough typical values: wavelength 1550 nm, loaded quality factor $10^6$, mode spacing 200 GHz, group index 2.1, Kerr index $2.4\times10^{-19}$ m$^2$/W, mode area 1.0 $\mu$m$^2$ and $D_2/2\pi=4.0$ MHz. Coupling is critical, $\kappa_{\rm ex}=\kappa/2$. The linewidth is $\kappa/2\pi=193.4$ MHz, so $\kappa=1.215\times10^9$ s$^{-1}$ and $d=4.0/193.4=0.0207$. With $\gamma=0.973$ W$^{-1}$m$^{-1}$ and $v_g=1.428\times10^8$ m/s,
\begin{equation}
P_{\rm cav}^{(1)}=\frac{1.215\times10^9}{2(0.973)(1.428\times10^8)}\ \text{W}\approx4.4\ \text{W}.
\end{equation}
For critical coupling \eqref{eq:powers} gives $P_{\rm in}^{(1)}=\frac12\kappa t_RP_{\rm cav}^{(1)}$. The round-trip energy loss is $\kappa t_R=0.61$ per cent, so the least input power is about 13.3 mW, at $\alpha=1$, which is a detuning of 96.7 MHz.

The mean-field equation can be avoided by following the field through one round trip, with coupler and loss acting once per turn. At $\alpha=1$ and $\mu=7$, the integer nearest to $1/\sqrt d$, this map places the border of growth at 4.379 W circulating and 13.28 mW input. The mean-field values are 4.375 W and 13.29 mW. The differences are about 0.1 per cent of the mean-field values. The last digits depend on how the loss is placed. With the internal loss spread along the ring, the input becomes 13.30 mW, and the circulating power is 4.385 W just after the coupler and 4.379 W on average over the turn. All these differences are far less than the uncertainty of the rough inputs.

Hold the detuning at $\alpha=1$ and compare two input powers. At 10 mW, $F^2=10/13.29=0.752$, and the steady-state relation gives $\rho=0.684$. All sidebands must decay, and by \eqref{eq:energy} the perturbation amplitude must shrink at least by $e^{-0.316\times10}=0.042$ up to $\tau=10$. Integrating the full nonlinear equation on 41 points from one sample of weak noise gives a reduction to 0.014, within the bound. This figure is not a property of the ring. Other samples on the same grid give between about 0.006 and 0.018, and finer grids give less, because the added modes have $|\Delta|>\rho$ and decay at the full rate one.

At 30 mW, $F^2=2.257$ and $\rho=1.624$, a circulating power of 7.1 W. Then $2\rho-\alpha=2.248$ and $\sqrt{\rho^2-1}=1.280$, and \eqref{eq:band} gives
\begin{equation}
\sqrt{\frac{0.968}{0.02068}}=6.84<\mu<13.06=\sqrt{\frac{3.528}{0.02068}} .
\end{equation}
The modes from 7 to 13 grow. The fastest is $\mu=10$, at 2.0 THz from the pump, with $\Delta=2.068-2.248=-0.180$ and
\begin{equation}
\lambda_+=-1+\sqrt{1.624^2-0.180^2}=0.614,
\end{equation}
slightly below the bound $\rho-1=0.624$ because no integer mode is perfectly matched. Integration of the nonlinear equation from a very weak sideband gives the same 0.614. In physical time the amplitude grows by a factor $e$ in $2/(0.614\,\kappa)=2.7$ ns. This holds while the sidebands are weak. The comb that finally forms, and the fate of perturbations that are strong from the start, lie outside the linear theory.

In a real ring, heating by absorbed light shifts the resonance. Suppose that 5 per cent of the internal loss is absorbed, the rest being scattered. At 30 mW input this is 1.1 mW. Let the heat leave through 3 $\mu$m of oxide with conductivity 1.4 W/(m K), over a strip 5 $\mu$m wide along the circumference of 0.714 mm. The thermal resistance is then about 600 K/W and the core warms by 0.65 K. With an index change of $2.5\times10^{-5}$ per kelvin the resonance moves down by 1.5 GHz, or 15 half-linewidths. All these inputs are rough, and the shift is proportional to the absorbed share. With the share assumed here it is several linewidths. It changes $\alpha$, so the detuning used above must be read as that of the warm resonator, not of the cold one. Such a state need not be thermally stable when the laser frequency is fixed. In the 10 mW example $\alpha>\rho$, so the laser lies below the Kerr-shifted resonance. Slight warming moves the resonance towards the laser, which raises the intensity and warms the ring further. With heating this strong, the detuning must be held by active control. In the 30 mW example $\alpha<\rho$, and warming moves the resonance away from the laser, which restores the state. With a diffusivity of about $0.9\times10^{-6}$ m$^2$/s, the square of the oxide thickness over the diffusivity is 10 $\mu$s. The slowest mode of such a slab decays faster by $\pi^2/4$, in about 4 $\mu$s, and the core itself reaches half its final warming in roughly 1 $\mu$s. These times are hundreds to thousands of times longer than the sideband growth time. In a ring that has reached its steady temperature, $\alpha$ is therefore effectively constant while weak sidebands grow. Just after the pump is switched on, the small core warms faster than the oxide, and $\alpha$ can drift noticeably during the growth. The bound $\rho>1$ does not contain $\alpha$ and is unaffected.

The number one does depend on the assumption of equal damping. If both sidebands are damped at $s$ times the rate of the pump mode, the diagonal of \eqref{eq:matrix} contains $-s$ in place of $-1$, and
\begin{equation}
\lambda_\pm=-s\pm\sqrt{\rho^2-\Delta^2},
\end{equation}
so the border moves to $\rho=s$. For $s=0.9$ and $\rho=0.95$ a matched pair should grow at $0.95-0.90=0.05$, and the discretised equation gives 0.0500. Sidebands that are 10 per cent less damped than the pump mode thus lower the threshold by 10 per cent. If the two sidebands of a pair are damped at different rates $s_1$ and $s_2$, the determinant at $\Delta=0$ gives $(\lambda+s_1)(\lambda+s_2)=\rho^2$, and the border lies at $\rho=\sqrt{s_1s_2}$.

Two-photon absorption acts the other way. It replaces the factor $i$ of the cubic term by $i-K$, where $K=\beta c/(2\omega n_2)$ is half the absorption coefficient $\beta$ divided by the Kerr phase coefficient $\omega n_2/c$. The linearised cubic term is now $(i-K)(2\rho u+\psi_0^2u^*)$. Its first part adds $-2K\rho$ to the diagonal of \eqref{eq:matrix}. Its second part changes the off-diagonal product to $(i-K)(-i-K)\rho^2=(1+K^2)\rho^2$. Hence
\begin{equation}
\lambda_\pm=-1-2K\rho\pm\sqrt{(1+K^2)\rho^2-\Delta^2}.
\end{equation}
At $\Delta=0$ growth begins at
\begin{equation}
\rho=\frac{1}{\sqrt{1+K^2}-2K} .
\end{equation}
The denominator is below one for every $K>0$, because $\sqrt{1+K^2}<1+K$, so the threshold rises. At $K=1/\sqrt3$ the denominator vanishes, and for this or stronger absorption no intensity suffices. In silicon nitride two pump photons carry 1.60 eV, well below the band gap of roughly 5 eV, and the effect is absent at this order. For a silicon core, the rough values $n_2=5\times10^{-18}$ m$^2$/W and $\beta=5\times10^{-12}$ m/W give $K\approx0.12$ and a threshold of $\rho\approx1.3$. This leaves out the free carriers that the absorption creates. Their density, and with it their own absorption, rises as the square of the intensity. With carrier lifetimes near a nanosecond and a quality factor of $10^6$ or less, this added loss can exceed the gain at every intensity. A higher quality factor lowers the intensity needed for a given $\rho$, and with it the carrier loss. The figure therefore applies only if that loss is small, either because the quality factor is high enough or because the carriers are removed quickly, for example by an electric field across the core.

The quality factor is the input to which the pump power is most sensitive. At critical coupling and fixed $t_R$, $\gamma$ and $v_g$, \eqref{eq:powers} makes the least input power proportional to $\kappa^2$, so a quality factor ten times higher lowers it a hundredfold. Low-loss silicon nitride rings do reach quality factors of the order of $10^7$. Raman scattering, backscattering and coupling to other mode families beyond a shift of mode frequencies are not included in any of these figures. The values quoted here can be compared with the numerical output.

\section*{Computed values}
\begin{verbatim}
Largest eigenvalue mismatch: 3.0e-08 (units of kappa/2)
Mismatch with coinciding eigenvalues: 1.6e-04
Norm-rate bound rho-1, largest error: 5.2e-11
Matched-sideband rate rho-1, largest error: 1.4e-11
Case rho=1.5, alpha=0, d=-0.02:
  largest eigenvalue real part: -1.0000
  peak transient amplitude gain: 1.100
Case rho=1.2, alpha=4, d=-0.1:
  band edges |mu|: 3.06 to 4.76
  growing |mu|: [4]
F^2=0.98: largest rho over detuning = 0.9800
Silicon nitride ring (rough typical inputs):
  wavelength 1550 nm, loaded Q 1.0e+06
  mode spacing 200 GHz, group index 2.1
  n2 2.4e-19 m^2/W, mode area 1.0 um^2
  D2/2pi 4.0 MHz, coupling: critical
  linewidth kappa/2pi: 193.4 MHz
  circumference: 0.714 mm
  gamma: 0.973 1/(W m)
  d = D2/kappa: 0.02068
  detuning alpha=1: 96.7 MHz
  intracavity power at rho=1: 4.375 W
  least input power for rho=1: 13.29 mW
  threshold sideband mu: 7
  round-trip map, intracavity: 4.379 W
  round-trip map, input: 13.28 mW
  round-trip energy loss: 0.61 %
Input 10 mW: F^2=0.752, rho=0.684
  noise norm after tau=10, relative: 1.42e-02
Input 30 mW: F^2=2.257, rho=1.624
  intracavity power: 7.11 W
  band edges mu: 6.84 to 13.06
  growing mu: 7 to 13
  fastest mu: 10, offset 2.0 THz
  its rate, formula: 0.61416 (units of kappa/2)
  its rate, simulation: 0.61416 (units of kappa/2)
  bound rho-1: 0.62420 (units of kappa/2)
  amplitude e-folding time: 2.68 ns
Self-heating estimate (5% of internal loss absorbed):
  absorbed 1.08 mW, heating 0.65 K
  resonance shift: 1.49 GHz
  shift in half-linewidths: 15.4
  thermal time: 10 us
Sideband damping 0.9, rho=0.95: rate 0.0500
Two-photon energy: 1.60 eV
Silicon core: n2 5e-18 m^2/W, beta 5e-12 m/W
  K=0.123, threshold rho=1.314
\end{verbatim}
